# Hot-electron shot noise in a diffusive silicide wire: the √3/4 Fano factor, part 1

(Sections cited here and not found follow in the second part.)

## I. Noise source and local equilibrium

### Definitions and conventions

A uniform metallic wire occupies \(0<x<L\), with cross-section \(A\), conductivity \(\sigma\), resistivity \(\rho=1/\sigma\) and conductance \(G=\sigma A/L\). Its ends touch large reservoirs at temperature \(T_0\), and a constant voltage \(V>0\) lies between them. The position is also written \(u=x/L\). The elementary charge is \(e>0\) and \(k\) is Boltzmann's constant. The current is counted as positive when electrons move from the left reservoir to the right one, so that \(I=GV\) has no minus sign.

The energy \(\varepsilon\) of an electron is its total energy, kinetic plus electrostatic. Its zero is midway between the two reservoir chemical potentials, which are therefore \(+eV/2\) on the left and \(-eV/2\) on the right. The occupation of a state is \(f(\varepsilon,x)\), averaged over directions of motion unless a direction is indicated. The density of states per volume and energy, both spins included, is \(\nu\), and \(D\) is the diffusion constant, so that \(\sigma=e^2\nu D\). Both are taken as constant over the energies that matter.

The current noise is the one-sided spectral density at low frequency,

\[
S=2\int_{-\infty}^{\infty}\langle\delta I(0)\,\delta I(t)\rangle\,dt ,\qquad F=\frac{S}{2eI}.
\]

Independent electrons arriving at random have \(S=2eI\), hence \(F=1\). The ratio \(F\) is the Fano factor. "Low frequency" means slow compared with elastic scattering and with the relaxation of charge in the wire. It also requires \(\hbar\omega\) to be small compared with the energy width of the partly filled states, since zero-point fluctuations otherwise change the noise. In the example of Part II this means \(\omega\ll k\langle T\rangle/\hbar\approx1.6\times10^{10}\) s⁻¹, with \(\langle T\rangle\) the mean electron temperature. Noise from moving defects, usually called \(1/f\) noise, is left out.

### The theorem

**Theorem.** Assume the following.

1. Impurity scattering is elastic and isotropic, with mean free path \(\ell\ll L\).
2. Electron-electron collisions exchange energy fast compared with the diffusion time \(L^2/D\), but are rare compared with impurity scattering and do not relax the total current.
3. Electrons lose negligible heat to phonons inside the wire.
4. The reservoirs are cold, \(kT_0\ll eV\).
5. The wire is a normal metal, localization is negligible, and the contacts have negligible resistance.

Then, to leading order,

\[
S=\frac{\sqrt3}{2}\,eGV,\qquad F=\frac{\sqrt3}{4}\approx0.4330 .
\]

The proof needs the strength of the random current source, the way in which this source reaches the external circuit, and the distribution \(f\) along the wire. The first two are contained in Lemmas 1 and 2.

### Lemma 1: the random current source

**Lemma 1.** Impurity scattering produces a random current density \(\delta j_s\) along the wire. It is uncorrelated between different points, and its one-sided spectral strength is

\[
4\sigma\int f(1-f)\,d\varepsilon .
\]

**Proof.** Divide the directions of motion into small groups \(i\), each with a fraction \(w_i\) of the solid angle, so that \(\sum_iw_i=1\). The density of electrons per energy in group \(i\) is \(N_i=\nu w_if_i\). With scattering time \(\tau\), the mean number of events per time, volume and energy that take an electron from \(i\) to \(j\) is

\[
J_{ij}=\frac{\nu}{\tau}\,w_iw_j\,f_i(1-f_j).
\]

The factor \(1-f_j\) is the probability that the final state is empty. The net mean gain of group \(i\) is

\[
\sum_j(J_{ji}-J_{ij})=\frac{\nu w_i}{\tau}\sum_jw_j(f_j-f_i),
\]

because the products \(f_if_j\) cancel. Scattering thus drives \(f_i\) toward the average over directions at the rate \(1/\tau\).

The events are independent, so the number of each kind fluctuates as in a Poisson process, whose variance equals its mean. The fluctuation \(\delta J_{ij}\) is correlated with itself alone, with strength \(J_{ij}\). Group \(i\) receives the random gain \(\xi_i=\sum_j(\delta J_{ji}-\delta J_{ij})\). In the product \(\xi_i\xi_k\), an event that enters or leaves \(i\) contributes positively when \(k=i\), and an event between \(i\) and \(k\) contributes negatively, since one group gains what the other loses. Omitting the delta functions in time, space and energy,

\[
\langle\xi_i\xi_k\rangle=\delta_{ik}\sum_j(J_{ij}+J_{ji})-J_{ik}-J_{ki}.
\]

Let \(v_i=v_F\cos\theta_i\) be the velocity component along the wire. At frequencies far below \(1/\tau\), the balance of group \(i\) reads

\[
v_i\frac{\partial N_i}{\partial x}=-\frac{1}{\tau}\Big(N_i-w_i\sum_jN_j\Big)+\xi_i .
\]

No force term appears, because \(\varepsilon\) is the total energy. Multiply by \(\tau v_i\) and sum over \(i\). Since \(\sum_iw_iv_i=0\), the second term in the bracket drops out. The particle current per energy is therefore

\[
\sum_iv_iN_i=-\tau\sum_iv_i^2\frac{\partial N_i}{\partial x}+\tau\sum_iv_i\xi_i
=-\nu D\frac{\partial f}{\partial x}+\tau\sum_iv_i\xi_i,
\qquad D=\frac{v_F^2\tau}{3}.
\]

Here \(\sum_iw_iv_i^2=v_F^2/3\), and the nearly isotropic form of \(f\) was used. The last term is the random source.

To leading order all \(f_i\) in its correlation equal \(f\). The terms \(J_{ik}\) and \(J_{ki}\) then contain \(\sum_iw_iv_i=0\) and vanish. The diagonal term gives

\[
e^2\tau^2\sum_iv_i^2\,\frac{\nu w_i}{\tau}\,2f(1-f)
=2e^2\nu D\,f(1-f)=2\sigma f(1-f).
\]

Different energies are independent, so the strengths are integrated over \(\varepsilon\). The factor 2 in the definition of the one-sided density gives the result. \(\square\)

**Remark on anisotropy.** A current requires some anisotropy, \(f_i=f+a\cos\theta_i\), with \(a\) of order \(\ell\,\partial f/\partial x\). In units of \(e^2\tau\nu v_F^2\), the leading source is \(2f(1-f)/3\). The diagonal correction is proportional to the average of \(\cos^3\theta\), which is zero. The off-diagonal terms give \(-2(a/3)(-a/3)=2a^2/9\). The source is thus multiplied by

\[
1+\frac{a^2}{3f(1-f)} .
\]

For \(f=0.3\) and \(a=0.01\) this factor is 1.00016. At a fixed interior point the correction is of second order in \(\ell/L\). Near cold ends the ideal temperature profile of Part II has a diverging gradient. If it is cut off at a distance \(\ell\) from the end, the correction averaged over the wire scales as \((\ell/L)^{3/2}\), which still vanishes for \(\ell\ll L\).

**Remark on electron collisions.** Electron-electron collisions are random events too. Under assumption 2 each of them leaves the total current unchanged, so they add nothing to \(\delta j_s\) after summation over energy. They affect the noise by changing \(f\). In a band where velocity is proportional to momentum, conservation of momentum secures this property. Collisions that transfer momentum to the lattice would violate it. Electron collisions do relax the heat current, which is why assumption 2 requires them to be rare compared with impurity scattering. In a relaxation-time model with collision time \(\tau_{ee}\), the ratio of thermal to electrical conductivity is divided by \(1+\tau/\tau_{ee}\), the electrons become hotter, and for cold reservoirs \(F\) is multiplied by \(\sqrt{1+\tau/\tau_{ee}}\).

### Lemma 2: from the source to the circuit

**Lemma 2.** At fixed voltage,

\[
S=\frac{4G}{L}\int_0^Ldx\int d\varepsilon\,f(1-f).
\]

**Proof.** Integrate the fluctuating current over energy and over the cross-section. With \(\delta\mu=\int\delta f\,d\varepsilon\),

\[
\delta I=-\frac{\sigma A}{e}\frac{\partial\,\delta\mu}{\partial x}+\delta I_s(x),
\qquad \delta I_s=A\,\delta j_s ,
\]

where \(\delta j_s\) is averaged over the cross-section. At low frequency no charge accumulates, so \(\delta I\) is the same at every \(x\). Average the equation over the wire. The derivative integrates to \(\delta\mu(L)-\delta\mu(0)\), and this is zero because the reservoirs have fixed distributions. Hence

\[
\delta I=\frac1L\int_0^L\delta I_s(x)\,dx .
\]

The source is uncorrelated between points. Averaging \(\delta j_s\) over the cross-section divides its strength by \(A\), while \(\delta I_s\) contains \(A^2\) in the square. The strength of \(\delta I_s\) is therefore \(4\sigma A\int f(1-f)d\varepsilon\) per unit length, and

\[
S=\frac{1}{L^2}\int_0^L4\sigma A\int f(1-f)\,d\varepsilon\,dx .
\]

The identity \(\sigma A/L=G\) completes the proof. \(\square\)

A full state and an empty state do not contribute, since \(f(1-f)=0\) in both. Noise comes from partly filled states, and the remaining question is how electron collisions distribute the partial filling.

**Equilibrium.** For a Fermi function at temperature \(T\),

\[
f(1-f)=-kT\,\frac{\partial f}{\partial\varepsilon},\qquad
\int f(1-f)\,d\varepsilon=kT .
\]

The second relation follows because \(f\) falls from one to zero. At \(V=0\) the lemma gives \(S=4kT_0G\), the thermal noise of a conductor.

**No electron collisions.** Each energy then diffuses separately, \(\partial^2f/\partial x^2=0\), so \(f\) interpolates linearly between the reservoirs. For \(T_0\to0\), \(f=1-u\) in the energy window \(|\varepsilon|<eV/2\). Outside it \(f\) is zero or one. Consequently

\[
S=4G\,eV\int_0^1u(1-u)\,du=\frac23eGV,\qquad F=\frac13 .
\]

This value belongs to the same wire when assumption 2 is reversed.

### Lemma 3: what electron collisions do

The continuity equation at each energy, with the diffusion current found above, gives in the steady state

\[
D\frac{\partial^2f}{\partial x^2}+C[f]=0 .
\]

The collision term \(C\) describes two electrons that exchange an energy \(\omega\). With \(g=1-f\),

\[
C[f](\varepsilon)=\int d\omega\,K(\omega)\int d\varepsilon'\,B(\varepsilon,\varepsilon',\omega),
\]
\[
B=f(\varepsilon+\omega)f(\varepsilon')g(\varepsilon)g(\varepsilon'+\omega)
-f(\varepsilon)f(\varepsilon'+\omega)g(\varepsilon+\omega)g(\varepsilon').
\]

The first product brings an electron down from \(\varepsilon+\omega\) to \(\varepsilon\) while its partner rises from \(\varepsilon'\) to \(\varepsilon'+\omega\). The second is the reverse process. The kernel is positive for \(\omega\ne0\), and \(K(-\omega)=K(\omega)\).

**Lemma 3.** (a) \(\int C\,d\varepsilon=0\) and \(\int\varepsilon\,C\,d\varepsilon=0\). (b) If \(C[f]=0\), with \(f\) continuous and strictly between zero and one, tending to one at low and to zero at high energy, then \(f\) is a Fermi function.

**Proof.** Take a function \(\phi(\varepsilon)\) for which the integrals converge. Exchanging the names \(\varepsilon\) and \(\varepsilon'\) turns \(B\) into \(-B\). The substitution

\[
\varepsilon\to\varepsilon+\omega,\qquad \varepsilon'\to\varepsilon'+\omega,\qquad \omega\to-\omega
\]

also turns \(B\) into \(-B\) and leaves \(K\) unchanged. In \(\int\phi\,C\,d\varepsilon\) one may therefore replace \(\phi(\varepsilon)\) by \(-\phi(\varepsilon')\), by \(-\phi(\varepsilon+\omega)\), or, with both operations, by \(\phi(\varepsilon'+\omega)\). The average of the four forms is

\[
\int\phi\,C\,d\varepsilon=\frac14\int d\omega\,K\int d\varepsilon\int d\varepsilon'\,B\,
\big[\phi(\varepsilon)+\phi(\varepsilon'+\omega)-\phi(\varepsilon+\omega)-\phi(\varepsilon')\big].
\]

For \(\phi=1\) the bracket is zero. For \(\phi=\varepsilon\) it is \(\varepsilon+\varepsilon'+\omega-\varepsilon-\omega-\varepsilon'=0\). This proves (a).

For (b), choose \(\phi=\ln(f/g)\), where the tails of \(f\) are assumed to be such that the integrals converge, as they do for exponential tails. Put

\[
p=\phi(\varepsilon+\omega)+\phi(\varepsilon'),\qquad
q=\phi(\varepsilon)+\phi(\varepsilon'+\omega).
\]

Since \(f=g\,e^{\phi}\), \(B\) equals a positive product of four factors \(g\) times \(e^p-e^q\), while the bracket is \(q-p\). The integrand is therefore never positive, and it vanishes when \(p=q\) and at no other point. If \(C=0\), the left side is zero, so \(p=q\) for all arguments:

\[
\phi(\varepsilon+\omega)-\phi(\varepsilon)=\phi(\varepsilon'+\omega)-\phi(\varepsilon').
\]

The increment of \(\phi\) does not depend on the starting energy. A continuous function with this property is linear, \(\phi=(\mu-\varepsilon)/(kT)\), and the prescribed limits require \(T>0\). Solving \(f/(1-f)=e^\phi\) gives

\[
f=\frac{1}{e^{(\varepsilon-\mu)/kT}+1}.\qquad\square
\]

When collisions are strong, \(C[f]=-D\,\partial^2f/\partial x^2\) is small compared with the values that \(C\) takes for a distribution far from the Fermi form. To leading order \(C[f]=0\), and \(f\) is a Fermi function with local values \(T(x)\) and \(\mu(x)\). Part (a) fixes these two functions without further knowledge of \(K\).

## II. Temperature, noise and validity

This part has expressed the noise through the occupation \(f\) along the wire and shown that strong electron collisions make \(f\), to leading order, a local Fermi function. It remains to find \(T(x)\) and \(\mu(x)\), complete the proof of the theorem, and examine the limits of its validity.
